\section*{Finite-temperature ballistic current of a one-dimensional subband}

\section{A collision-free wire with a finite conductance}

Take a model nanowire transistor at 300 K in which no electron scatters between source and drain. Hold the top of its channel barrier 0.05 eV below the source electrochemical potential. A drain bias of 10 mV then drives 0.659 $\mu$A, 100 mV drives 3.87 $\mu$A, and 200 mV drives 4.14 $\mu$A. Nothing in the channel resists the motion, yet the initial conductance is finite, and doubling the bias from 100 to 200 mV adds only 7\% to the current. Both facts follow from counting the electrons that the contacts can send over the barrier.

The channel has one subband with two spin states per orbital state. Its edge varies smoothly along the wire and reaches its highest value $E_t$ at one point, the barrier top. Source and drain have electrochemical potentials $\mu_S$ and $\mu_D=\mu_S-eV$, with $e>0$ and $V\ge0$. Electrons flow from source to drain. Their charge is negative, so conventional current enters the device at the drain; $I$ is counted positive in that sense. Electrons interact only through a mean potential, and $E_t$ is its value at the actual gate and drain voltages.

\section{The cold wire}

Let the temperature be zero and both potentials lie above $E_t$. Near the barrier top the subband is locally that of a uniform wire. In a periodic length $L$ the allowed wavenumbers are $2\pi j/L$ with integer $j$, so an interval $dk$ holds $2L\,dk/2\pi$ states, spin included. An electron in one of them moves at
\begin{equation}
v(k)=\frac{1}{\hbar}\frac{dE}{dk}
\end{equation}
and passes a given point $v/L$ times per second. The length cancels, and each $dk$ contributes a flux $2v\,dk/2\pi$.

Right-movers ($k>0$) come from the source and fill all energies up to $\mu_S$. Left-movers come from the drain and fill energies up to $\mu_D$. Below $\mu_D$ the two streams cancel, which leaves
\begin{equation}
I=2e\int_{\mu_D<E(k)<\mu_S}\frac{dk}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dk}
=\frac{2e}{2\pi\hbar}\int_{\mu_D}^{\mu_S}dE
=\frac{2e}{h}(\mu_S-\mu_D)=\frac{2e^2}{h}V .
\label{cold}
\end{equation}
Fast electrons cross more often, but their states are proportionally sparser in energy, so the velocity drops out. The conductance is $2e^2/h=77.48\ \mu$S. It is finite because a bias $V$ opens an energy window of width $eV$, and one subband delivers only $2/h$ electrons per second per unit of energy.

If $\mu_D$ falls below $E_t$, no drain electron reaches the barrier top. The window then runs from $E_t$ to $\mu_S$:
\begin{equation}
I=\frac{2e}{h}(\mu_S-E_t),\qquad \mu_D<E_t<\mu_S .
\label{coldsat}
\end{equation}
At fixed $E_t$ the current no longer depends on $V$. Saturation here needs no scattering; the drain has simply stopped sending electrons back.

\section{The warm wire}

At temperature $T$ the contacts fill states according to
\begin{equation}
f_{S,D}(E)=\frac{1}{1+e^{(E-\mu_{S,D})/kT}} ,
\end{equation}
where $k$ beside $T$ is Boltzmann's constant. Three assumptions fix the occupations at the barrier top. The contacts absorb every electron that arrives. No collision moves an electron from one stream to the other. An electron with $E>E_t$ is transmitted with certainty, and one with $E<E_t$ is turned back. Right-movers at the top then carry $f_S$ and left-movers carry $f_D$. States at $k$ and $-k$ have equal energy and opposite velocity, so both streams can be written over $k>0$:
\begin{equation}
I=2e\int_0^\infty\frac{dk}{2\pi}\,v(k)\,\bigl[f_S(E)-f_D(E)\bigr],
\qquad E=E_t+\varepsilon(k).
\label{kint}
\end{equation}
Here $\varepsilon(k)$ is the kinetic energy, with $\varepsilon(0)=0$. In steady state the current is the same at every cross-section, so evaluating it at the top is enough.

Let $\varepsilon$ rise steadily with $k$. Each energy above $E_t$ then has one right-moving state per spin, and $v\,dk=dE/\hbar$ gives
\begin{equation}
I=\frac{2e}{h}\int_{E_t}^{\infty}\bigl[f_S(E)-f_D(E)\bigr]dE .
\label{eint}
\end{equation}
The Fermi function has an elementary antiderivative. By the chain rule,
\begin{equation}
\frac{d}{dE}\Bigl[-kT\ln\bigl(1+e^{(\mu-E)/kT}\bigr)\Bigr]
=-kT\,\frac{e^{(\mu-E)/kT}}{1+e^{(\mu-E)/kT}}\Bigl(-\frac{1}{kT}\Bigr)
=\frac{1}{1+e^{(E-\mu)/kT}} .
\end{equation}
The bracket vanishes as $E\to\infty$. At the lower limit it is subtracted, which turns its minus sign into a plus:
\begin{equation}
\int_{E_t}^\infty f\,dE=kT\ln\bigl(1+e^{(\mu-E_t)/kT}\bigr).
\end{equation}
With $\eta_{S,D}=(\mu_{S,D}-E_t)/kT$ the current is
\begin{equation}
\boxed{\,I=\frac{2e\,kT}{h}\Bigl[\ln(1+e^{\eta_S})-\ln(1+e^{\eta_D})\Bigr]\,}
\label{main}
\end{equation}

To express this through occupations, write $f_S$ and $f_D$ without an argument for the values at $E_t$. Then
\begin{equation}
1-f=1-\frac{1}{1+e^{-\eta}}=\frac{e^{-\eta}}{1+e^{-\eta}}=\frac{1}{1+e^{\eta}},
\end{equation}
so $\ln(1+e^\eta)=-\ln(1-f)$ and
\begin{equation}
I=\frac{2e\,kT}{h}\ln\frac{1-f_D}{1-f_S}.
\label{occ}
\end{equation}
The logarithms are those of the \emph{empty} fractions at the barrier top. When both occupations are small, $-\ln(1-f)\approx f$, and the current becomes proportional to $f_S-f_D$. In a degenerate channel that replacement fails, because $f_S$ at the edge cannot exceed one while the filled energy range above the edge keeps growing.

\section{Limits of the warm formula}

\paragraph{Cold contacts.} For $\eta>0$ write $\ln(1+e^\eta)=\eta+\ln(1+e^{-\eta})$. As $T\to0$, $kT\ln(1+e^\eta)$ tends to $\mu-E_t$ if this is positive and to zero if it is negative. Equation (\ref{main}) then returns (\ref{cold}) and (\ref{coldsat}).

\paragraph{Barrier midway between the potentials.} Let $\eta_D=-\eta_S$. The same identity gives $\ln(1+e^{\eta_S})-\ln(1+e^{-\eta_S})=\eta_S$, and since $kT\eta_S=eV/2$,
\begin{equation}
I=\frac{2e}{h}\,\frac{eV}{2}=\frac{e^2}{h}V
\end{equation}
at any temperature. What the source gains by thermal spreading, the drain sends back. The 100 mV entry at the start is this case: $\tfrac12(77.48\ \mu\mathrm{S})(0.10\ \mathrm{V})=3.87\ \mu$A.

\paragraph{Output conductance.} Since $d\ln(1+e^\eta)/d\eta=f$ and $d\eta_D/dV=-e/kT$,
\begin{equation}
\left.\frac{\partial I}{\partial V}\right|_{E_t,\mu_S}=\frac{2e^2}{h}f_D .
\label{gout}
\end{equation}
At $V=0$ this is $(2e^2/h)f(E_t)$, the small-bias conductance. It decays as the drain occupation at the barrier top decays, and this is how the current bends into saturation.

\paragraph{Dilute channel.} If $\eta_S\ll-1$, then $\ln(1+e^\eta)\approx e^\eta$ and $\eta_D=\eta_S-eV/kT$, so
\begin{equation}
I\approx\frac{2e\,kT}{h}\,e^{\eta_S}\bigl(1-e^{-eV/kT}\bigr).
\label{dilute}
\end{equation}
This is thermal emission over a barrier in one dimension.

\paragraph{Moving the barrier.} Raising $E_t$ lowers both $\eta$'s at the rate $1/kT$, so
\begin{equation}
-\frac{\partial I}{\partial E_t}=\frac{2e}{h}(f_S-f_D).
\label{gm}
\end{equation}
The barrier motion per decade of current, divided by $e$, is therefore
\begin{equation}
S=\frac{\ln10}{e}\,\frac{I}{-\partial I/\partial E_t}
=\frac{kT\ln10}{e}\;\frac{\ln(1+e^{\eta_S})-\ln(1+e^{\eta_D})}{f_S-f_D},
\label{swing}
\end{equation}
which tends to $kT\ln10/e$ in the dilute limit. If the barrier moves by a fraction $\alpha<1$ of the gate voltage, the gate swing is $S/\alpha$.

\section{Bands with a top, and several branches}

If the subband also has an upper edge, whose lowest value along the wire is $E_m>E_t$, the integral (\ref{eint}) stops there and the antiderivative survives at the upper limit:
\begin{equation}
I=\frac{2e\,kT}{h}\left[\ln\frac{1+e^{(\mu_S-E_t)/kT}}{1+e^{(\mu_D-E_t)/kT}}
-\ln\frac{1+e^{(\mu_S-E_m)/kT}}{1+e^{(\mu_D-E_m)/kT}}\right].
\label{finite}
\end{equation}
The second term is negligible when $E_m$ lies many $kT$ above $\mu_S$. For a completely filled band both terms tend to $eV/kT$ and the current vanishes, as it must.

A chain of spinless electrons tests the flux formula without assuming the occupations at the point where the current is measured. Let 400 sites be coupled by a hopping energy $J$, so that the band runs from $-2J$ to $2J$. Prepare the two halves separately at $kT=0.3J$ with potentials $-1.2J$ and $-2J$, join them, and evolve the many-electron state by diagonalizing the Hamiltonian. The fastest electrons cover two sites per $\hbar/J$, so echoes from the ends return to the joint after $200\,\hbar/J$. Averaged between 80 and $180\,\hbar/J$, the flux through the joint is $0.0974\,J/\hbar$. Equation (\ref{finite}), without the charge and the spin factor, gives $0.0974\,J/\hbar$ as well. Here each half acts as the reservoir for the other. The band top lies more than $10\,kT$ above both potentials, so the second term of (\ref{finite}) is negligible and the comparison tests the first.

If an energy has $M(E)$ right-moving branches, all transmitted, each contributes its own flux and the integrand of (\ref{eint}) acquires the factor $M(E)$. A constant $M$ multiplies (\ref{main}); an $M$ that changes with energy does not.

\section{The nanowire at 300 K}

The example uses round parameters in the regime of a thin InAs nanowire: band-edge mass 0.05 electron masses, wire gap $E_g=0.5$ eV, and $V=0.2$ V. Set $\mu_S=0$. In the on state $E_t=-0.05$ eV; in the off state $E_t=+0.10$ eV.

With $kT=25.85$ meV the current unit $2e\,kT/h$ is 2.003 $\mu$A. In the on state $\eta_S=0.05/0.02585=1.934$ and $\eta_D=-0.15/0.02585=-5.802$, so
\begin{equation}
I=2.003\,(2.0691-0.0030)\ \mu\mathrm{A}=4.14\ \mu\mathrm{A}.
\end{equation}
The occupations at the top are $f_S=0.8737$ and $f_D=0.0030$, and (\ref{occ}) gives the same value from $\ln(0.9970/0.1263)=2.066$. The dilute replacement $f_S-f_D=0.871$ would give 1.74 $\mu$A, less than half.

The small-bias conductance is $77.48\times0.8737=67.7\ \mu$S. At 10 mV this predicts 0.677 $\mu$A; the full formula gives 0.659 $\mu$A, because $f_D$ has already begun to fall. At 200 mV equation (\ref{gout}) leaves an output conductance of only $77.48\times0.0030\approx0.23\ \mu$S.

In the off state $\eta_S=-3.868$ and the current is 41.4 nA. The dilute form (\ref{dilute}) gives 41.8 nA, about 1\% more. The swing (\ref{swing}) is 60.1 mV per decade, against a dilute limit of 59.5.

\section{Charge depends on the dispersion}

The electron density at the barrier top counts both streams, without the velocity factor:
\begin{equation}
n=2\int_0^\infty\frac{dk}{2\pi}\,\bigl[f_S(E)+f_D(E)\bigr].
\end{equation}
Nothing cancels here. With the two-band dispersion $\varepsilon(1+\varepsilon/E_g)=\hbar^2k^2/2m$, numerical quadrature gives $n=0.0801$ nm$^{-1}$ in the on state; a parabola of the same edge mass gives 0.0748. The current is identical. The two-band electrons are slower at a given energy and so more densely spaced. Their mean velocity is $I/en=3.2\times10^5$ m/s.

Charge matters because it moves the barrier. With a gate capacitance $C$ per length and fixed gate voltage, the mean field gives
\begin{equation}
E_t(V)-E_t(V_0)=\frac{e^2}{C}\,\bigl[n(V)-n(V_0)\bigr].
\end{equation}
Take $C=1$ nF/m, for which $e^2/C=0.160$ eV\,nm, and let $V_0=0.2$ V be the on state. Solving for $V=0$ by root finding gives $n=0.141$ nm$^{-1}$ and $E_t=-40.2$ meV. The drain stream adds charge at zero bias, and this charge holds the barrier 9.8 meV higher. Using that zero-bias barrier at 0.2 V would underestimate the current by 15.5\%. Equation (\ref{main}) is still right; it has been given the wrong $E_t$.

\section{What the ideal barrier leaves out}

The changes below are relative to the ideal current in the same state, taken one at a time. Apart from the drain coupling, they hold $E_t$ fixed.

\paragraph{Contacts.} A resistance $R$ at the source lowers the potential feeding the channel by $eIR$. In saturation the current responds at the rate $(2e^2/h)f_S=67.7\ \mu$S, so it falls by about the factor $1/(1+0.0677)$ for $R=1$ k$\Omega$. Solving (\ref{main}) with 1 k$\Omega$ at each contact gives $-6.3\%$.

\paragraph{Backscattering.} Let the streams $F_\pm$ exchange electrons with mean free path $\lambda$. Then $dF_+/dx=-(F_+-F_-)/\lambda$, while the net flux $F=F_+-F_-$ is constant. Suppose electrons that have travelled a length $\ell$ past the top never return, so $F_-(\ell)=0$ and $F_+(\ell)=F$. Integrating back to the top gives $F_+(0)=F(1+\ell/\lambda)$, and the transmitted fraction is
\begin{equation}
\frac{F}{F_+(0)}=\frac{\lambda}{\lambda+\ell}.
\end{equation}
As a rough estimate, take $\ell$ to be the distance over which the barrier falls by $kT$. For a barrier $U_0/\cosh^2(x/a)$ with $U_0=0.10$ eV above the source subband edge and $a=15$ nm, this is 8.4 nm. With $\lambda=150$ nm the current falls by 5.3\%. This cut-off presumes that electrons lose energy beyond the layer. In a single subband an elastic reversal keeps $E>E_t$, so the electron recrosses the top from any depth, and reversals before the top count too. For elastic scattering $\ell$ is therefore the whole scattering length, and a constant $\lambda=150$ nm over 30 nm costs 17\%.

\paragraph{Tunnelling and reflection.} A real barrier has a transmission that rises gradually through $E_t$. Solving the Schr\"odinger equation on a grid for the same barrier, with a parabolic dispersion and the drain side given the source's edge energy, changes the on current by $+1.4\%$. A barrier four times wider reduces this to $+0.1\%$, so the sharp threshold belongs to the wide-barrier limit. In the off state $U_0=0.25$ eV and the change is $+25\%$. Below the top the off-state occupation grows as $e^{(E_t-E)/kT}$, which favours tunnelling electrons; in the on state it is already near one. The taller barrier of equal $a$ is also more sharply curved. These figures depend on the model. In the two-band dispersion the squared decay constant under the barrier is smaller by the factor $1-|\varepsilon|/E_g$, and the changes become $+2.1\%$ and $+31\%$. If the drain side also falls, with the same $a$, to an edge $eV$ below the source's, the off-state change is about $+42\%$. With tunnelling the off-state swing is 62 to 63 mV per decade instead of 60.1.

\paragraph{Next subband.} Let it lie 0.15 eV higher, with twofold orbital degeneracy. Its edge is then at $+0.10$ eV, so each branch carries the off-state current, and $2\times41.4$ nA adds 2.0\% to the on current.

\paragraph{Drain coupling.} If the drain also pulls the barrier down directly by 0.05 eV per volt, 0.2 V lowers it by 10 meV. The current rises by 16.7\% before the added charge pushes back.

\paragraph{Temperature.} In saturation, at fixed $\mu_S-E_t$,
\begin{equation}
\frac{\partial I}{\partial T}=\frac{2ek}{h}\bigl[\ln(1+e^{\eta_S})-\eta_Sf_S\bigr]>0 .
\end{equation}
The bracket is positive because $\ln(1+e^{\eta})$ exceeds both $\eta$ and zero, while $0<f<1$. At 358 K the on current rises by 3.6\%; the off current grows 2.2 times.

\paragraph{High fields.} The drain subband edge is at $-0.35$ eV. The valence edge at the barrier top, $E_t-E_g$, lies 0.20 eV below it in the on state but only 0.05 eV below in the off state. Raising the barrier by a further 0.05 eV at this bias would bring the valence edge at the barrier top level with the conduction edge in the drain. Band-to-band tunnelling there needs somewhat more, because valence states confined under a narrow barrier top lie below that edge. Drain states well below $\mu_D$ are nearly full, which limits this tunnelling at first. Impact ionization needs a kinetic energy of at least the gap, and 0.15\% of the on current has it on reaching the drain.

\section{Beside a real device}

The mass and gap are larger than in bulk InAs, as confinement in a thin wire makes them, but all parameters are rough. One k$\Omega$ per contact is an assumed value and may be optimistic; with 3 k$\Omega$ at each contact, (\ref{main}) gives a loss of 16.5\%. Real devices break both the no-scattering and the ideal-contact assumptions. With 1 k$\Omega$ contacts and returns limited to the $kT$ layer these cost 5 to 6\% each, and either loss can be about three times larger, as the 3 k$\Omega$ and 30 nm cases show. The position of the barrier matters too: by (\ref{gm}) the on current changes by 67 $\mu$A per eV, so an error of 10 meV in $E_t$ moves it by about 16\%. A prediction at given gate and drain voltages therefore needs the electrostatics solved together with (\ref{main}), and in the off state of a short channel it needs tunnelling as well.

Numbers in the example were calculated in double precision.
